# Contact Perturbation of Hydrogen 1s: Finite Coupling and Divergent Self-Coupling

## A case without a nucleus

Two nuclear magnetic moments can be coupled through an electron that touches both. One moment perturbs the electron at a point, and the other senses the change at a second point. The simplest version has no attracting nucleus at all.

Let an electron move freely in a ball of radius $L$, with the condition that the radial derivative of its wavefunction vanishes at the surface. Atomic units are used throughout ($\hbar=m_e=e=4\pi\varepsilon_0=1$). The lowest state is the constant $\psi_0=V^{-1/2}$, with $V=4\pi L^3/3$ and energy zero. Perturb it by $\lambda\,\delta(\mathbf r)$ at the centre, and write the first-order change of the wavefunction as $\lambda f\psi_0$. The first-order energy per unit $\lambda$ is $E_1=\psi_0^2=1/V$, and the first-order equation is

$$-\tfrac12\nabla^2 f=\frac1V-\delta(\mathbf r).$$

Multiply by $-2$ and integrate over a sphere of radius $r$. Gauss's theorem gives

$$4\pi r^2f'(r)=2\left(1-\frac{r^3}{L^3}\right),\qquad f'(r)=\frac{1}{2\pi}\left(\frac1{r^2}-\frac{r}{L^3}\right).$$

The derivative vanishes at $r=L$, as required. Integration gives

$$f(r)=-\frac1{2\pi r}-\frac{r^2}{4\pi L^3}+C.$$

The first-order function is chosen orthogonal to $\psi_0$, so the average of $f$ over the ball is zero. Since $\langle 1/r\rangle=3/(2L)$ and $\langle r^2\rangle=3L^2/5$, the constant is $C=3/(4\pi L)+3/(20\pi L)=9/(10\pi L)$.

At any distance $R>0$ the response $f(R)$ is finite. At the perturbed point it is $-\infty$, because a point source produces a $1/r$ field. Hydrogen keeps this feature and adds a logarithm.

## The problem for hydrogen

Take a fixed nucleus of charge 1 at the origin:

$$H_0=-\tfrac12\nabla^2-\frac1r,\quad \psi_0=\frac{e^{-r}}{\sqrt\pi},\quad E_0=-\tfrac12,\quad \rho(r)=\psi_0^2=\frac{e^{-2r}}{\pi}.$$

For the perturbation $\lambda\delta(\mathbf r)$, the terms linear in $\lambda$ of the Schrödinger equation are

$$(H_0-E_0)\psi_1=(E_1-\delta)\psi_0,\qquad E_1=\rho(0)=\frac1\pi,\qquad \langle\psi_0|\psi_1\rangle=0. \tag{1}$$

This is an equation between distributions: both sides are to be integrated against smooth functions. The delta is not being used as a potential of finite strength. The solution, derived below in two ways, is $\psi_1=f\psi_0$ with

$$f(r)=\frac1{2\pi}\left[-\frac1r+2\ln(2r)+2r+2\gamma-5\right], \tag{2}$$

where $\gamma$ is Euler's constant. It is unique: the difference of two square-integrable solutions of (1) obeys $(H_0-E_0)\chi=0$, so it is a multiple of the nondegenerate state $\psi_0$, and orthogonality makes that multiple zero.

## First derivation: Schwartz's substitution

Put $\psi_1=f\psi_0$. The product rule for the Laplacian gives

$$(H_0-E_0)(f\psi_0)=f(H_0-E_0)\psi_0-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0.$$

The first term on the right is zero. Multiply the rest by $\psi_0$ and use $\psi_0\nabla\psi_0=\tfrac12\nabla\rho$:

$$-\tfrac12\left(\rho\nabla^2f+\nabla f\cdot\nabla\rho\right)=-\tfrac12\nabla\cdot(\rho\nabla f).$$

Equation (1), multiplied by $\psi_0$, therefore becomes

$$\nabla\cdot(\rho\nabla f)=2\rho\,(\delta-E_1). \tag{3}$$

The potential has disappeared; its effect is carried by $\rho$. Let $P(r)$ be the probability of finding the electron inside radius $r$. Integrating (3) over that sphere, and using $\rho(0)=E_1$ for the delta term, gives

$$4\pi r^2\rho f'=2E_1\,[1-P(r)]. \tag{4}$$

The outside probability is

$$1-P(r)=\int_r^\infty4s^2e^{-2s}\,ds=e^{-2r}(1+2r+2r^2),$$

as differentiation confirms: the derivative of the right side is $e^{-2r}(-2-4r-4r^2+2+4r)=-4r^2e^{-2r}$, and both sides vanish at infinity. In (4) the exponentials cancel, as do the factors $1/\pi$ in $\rho$ and $E_1$, leaving

$$f'(r)=\frac1{2\pi}\left(\frac1{r^2}+\frac2r+2\right). \tag{5}$$

The terms can be traced to the flux and the density. Near the nucleus $P$ is of order $r^3$, so the flux on the right of (4) is at first constant. Dividing it by $4\pi r^2$ gives the $1/r^2$ term, as in the empty ball. Dividing also by the cusped density multiplies it by $e^{2r}=1+2r+\dots$, and the linear term gives $2/r$. The quadratic term, $2r^2$, gives the constant 2; the higher terms are cancelled by the contribution of $P$. The logarithm at small $r$ is thus the mark of the nuclear cusp, which the constant density of the ball lacks.

Integration of (5) gives

$$f=\frac1{2\pi}\left[-\frac1r+2\ln(2r)+2r+C\right].$$

Orthogonality requires $\langle f\rangle=0$, where the average is taken with weight $4r^2e^{-2r}$. The simple averages are

$$\left\langle\frac1r\right\rangle=\int_0^\infty4re^{-2r}dr=1,\qquad\langle r\rangle=\int_0^\infty4r^3e^{-2r}dr=\frac32.$$

For the logarithm set $x=2r$:

$$\langle\ln 2r\rangle=\tfrac12\int_0^\infty x^2e^{-x}\ln x\,dx=\tfrac12\Gamma'(3).$$

Differentiating $\Gamma(s+1)=s\Gamma(s)$ and starting from $\Gamma'(1)=-\gamma$ gives $\Gamma'(2)=1-\gamma$ and $\Gamma'(3)=\Gamma(2)+2\Gamma'(2)=3-2\gamma$. Hence $\langle\ln2r\rangle=\tfrac32-\gamma$, and

$$-1+(3-2\gamma)+3+C=0,\qquad C=2\gamma-5.$$

This is (2).

## Second derivation: the Green function near its pole

Now leave the energy free. Let $E=-\kappa^2/2$ with $\kappa>1$, so that $E$ lies below $E_0$, and set $\nu=1/\kappa<1$. The decaying solution of $(H_0-E)G=\delta(\mathbf r)$ is

$$G(r;E)=\frac\kappa\pi\,I(r),\qquad I(r)=\int_0^\infty e^{-\kappa r(1+2t)}\,w(t)\,dt,\qquad w=\left(\frac{1+t}{t}\right)^{\nu}. \tag{6}$$

To prove it, note that for $r>0$ the radial equation, multiplied by $-2r$, reads

$$r(I''-\kappa^2I)+2I'+2I=0.$$

Differentiating under the integral gives the factor $\kappa^2[(1+2t)^2-1]=4\kappa^2t(1+t)$ in $I''-\kappa^2I$. The remaining factor $r$ is removed with

$$r\,e^{-\kappa r(1+2t)}=-\frac1{2\kappa}\frac{d}{dt}e^{-\kappa r(1+2t)}.$$

Integrate by parts. The boundary terms vanish, at $t=0$ because $t(1+t)w\sim t^{1-\nu}$. Since $w'=-\nu w/[t(1+t)]$, the derivative of $t(1+t)w$ is $(1+2t-\nu)w$. Therefore

$$r(I''-\kappa^2I)=2\kappa\int_0^\infty e^{-\kappa r(1+2t)}(1+2t-\nu)\,w\,dt=-2I'-2\kappa\nu I=-2I'-2I,$$

which proves the equation. For small $r$, large $t$ dominates and $w\to1$, so $I\simeq1/(2\kappa r)$ and $G\simeq1/(2\pi r)$. Since $-\tfrac12\nabla^2[1/(2\pi r)]=\delta(\mathbf r)$, the source has the right strength. The next term is logarithmic and adds no delta.

Projecting $(H_0-E)G=\delta$ on $\psi_0$ gives $\langle\psi_0|G\rangle=\psi_0(0)/(E_0-E)$. The function

$$\tilde G=G-\frac{\psi_0(r)\psi_0(0)}{E_0-E}$$

is thus orthogonal to $\psi_0$ and obeys $(H_0-E)\tilde G=\delta-\psi_0(0)\psi_0$. Let $E\to E_0$ and multiply by $-\psi_0(0)$. On the right, $-\psi_0(0)\delta=-\delta\psi_0$ and $\psi_0(0)^2\psi_0=E_1\psi_0$, which is the right side of (1). Hence

$$\psi_1=-\psi_0(0)\lim_{E\to E_0}\tilde G. \tag{7}$$

To take the limit, let $\kappa=1+\eta$, $a=1-\nu=\eta/(1+\eta)$ and $x=2\kappa r$. Then $I=e^{-\kappa r}K$ with

$$K=\int_0^\infty e^{-xt}\,t^{a-1}(1+t)(1+t)^{-a}\,dt.$$

Replacing $(1+t)^{-a}$ by 1 makes an error of at most $a\ln(1+t)$ in that factor. As $\ln(1+t)/t$ is bounded, the resulting error in $K$ is of order $a$. The remaining integrals are gamma functions:

$$K=\Gamma(a)x^{-a}+\Gamma(1+a)x^{-1-a}+O(a)=\frac1a-\gamma-\ln x+\frac1x+O(a).$$

Here $\Gamma(a)=1/a-\gamma+O(a)$ was used. Now $1/a=1/\eta+1$, while the prefactor is $\kappa e^{-\kappa r}=e^{-r}[1+\eta(1-r)+O(\eta^2)]$. Its linear term multiplies the pole and leaves $1-r$:

$$G=\frac{e^{-r}}\pi\left[\frac1\eta+2-r-\gamma-\ln2r+\frac1{2r}\right]+O(\eta),$$

apart from logarithms of $r$ multiplying the vanishing terms. Since $E_0-E=\eta+\eta^2/2$, the subtracted part is

$$\frac{\psi_0(r)\psi_0(0)}{E_0-E}=\frac{e^{-r}}{\pi}\left[\frac1\eta-\frac12\right]+O(\eta).$$

The poles cancel, and (7) gives

$$f=\frac{\psi_1}{\psi_0}=-\frac1\pi\left[\frac52-r-\gamma-\ln2r+\frac1{2r}\right],$$

which is again (2). The constant has come out of the pole subtraction, without the averages needed in the first derivation.

This route also explains $f$ at large $r$. There small $t$ dominates (6), and the wave behaves as $r^{\nu-1}e^{-\kappa r}$. Take $\lambda<0$, so that the energy moves below $E_0$, where (6) holds. To first order the energy changes by $\lambda/\pi$, $\kappa$ by $-\lambda/\pi$ and $\nu$ by $\lambda/\pi$. The relative change of the wave is $(\lambda/\pi)(r+\ln r)$ plus a constant, matching the growing terms of (2).

## Coupling to another point

Add a second perturbation at $\mathbf R$, so that the total is $U=\lambda_A\delta(\mathbf r)+\lambda_B\delta(\mathbf r-\mathbf R)$. Let $\psi_{1A}$ and $\psi_{1B}$ be the first-order functions for unit sources at the origin and at $\mathbf R$. The second-order energy is $\langle\psi_0|U|\lambda_A\psi_{1A}+\lambda_B\psi_{1B}\rangle$. Its mixed part contains the response to $A$ read at $B$ and the response to $B$ read at $A$. These are equal, since both are the matrix element $-\langle\psi_{1B}|H_0-E_0|\psi_{1A}\rangle$ evaluated from either side. The mixed energy is therefore

$$E_{AB}=2\lambda_A\lambda_BX(R),\qquad X(R)=f(R)\rho(R). \tag{8}$$

It is finite for every $R>0$. The term in $\lambda_A^2$ would be $f(0)\rho(0)=-\infty$. The same $1/r$ singularity makes $X(R)$ diverge as the points merge.

From (5), $f'>0$, so $f$ rises steadily from $-\infty$ to $+\infty$ and changes sign once. Numerical root finding puts the change at $R=1.325$ bohr. At large distance $X\simeq Re^{-2R}/\pi^2$, with a slowly decaying relative correction $(\ln 2R+\gamma-\tfrac52)/R$ that is still about 10% at 10 bohr.

For nuclear charge $Z$, measure length in units of $1/Z$. Then $H_0$ gains a factor $Z^2$ and the delta a factor $Z^3$, so $f_Z(r)=Zf(Zr)$. Its singular terms are $-1/(2\pi r)$ and $(Z/\pi)\ln r$. The first does not depend on the nucleus; the second vanishes with its charge.

## Spreading out the source

The divergence can be measured by replacing the point source with a shell, $\delta(r-a)/(4\pi a^2)$. Its first-order energy is $\rho(a)$, and Gauss's theorem gives

$$4\pi r^2\rho f_a'=2\rho(a)[\Theta(r-a)-P(r)],$$

where $\Theta$ is 1 outside the shell and 0 inside. Outside, comparison with (4) gives $f_a'=\pi\rho(a)f'$. Inside, $f_a'=\rho(a)W'$, with

$$W'(r)=-\frac{e^{2r}-1-2r-2r^2}{2r^2},\qquad W(0)=0,\qquad W(r)=-\frac{r^2}3+\dots$$

Thus $f_a(r)=\rho(a)[\pi f(r)+c(a)]$ outside, and $f_b(r)=\rho(b)[W(r)+d(b)]$ inside a shell of radius $b$. For $a<b$, the equality of the two responses reads $\rho(b)f_a(b)=\rho(a)f_b(a)$, or

$$c(a)-W(a)=d(b)-\pi f(b).$$

One side depends on $a$ and the other on $b$, so both are constant. As $a\to0$ the shell becomes the point source and $c(a)\to0$, so the constant is zero. For $a\le R$,

$$X(a,R)=\rho(a)\rho(R)\,[\pi f(R)+W(a)]. \tag{9}$$

As $a\to0$ at fixed $R$ this tends to $X(R)$. With $R=a$ it gives the self-term

$$X(a,a)=-\frac1{2\pi^2a}\left[1+2a\ln\frac1{2a}+O(a)\right].$$

At $a=0.1$, $0.01$ and $0.001$ bohr, (9) gives self-terms of $-0.573$, $-5.43$ and $-51.3$ a.u. The last is 1.2% larger in size than the leading law, mainly because of the logarithm. In contrast, the coupling to $R=2$ bohr is $1.84\times10^{-3}$ a.u. at $a=0.1$ bohr and $2.04\times10^{-3}$ at $a=0.05$ bohr, approaching $2.25\times10^{-3}$.

A finite basis also blurs the source. Take $s$-type Gaussians $e^{-\zeta r^2}$ with exponents $\zeta=0.01\times2^k$ bohr$^{-2}$, $k=0,1,\dots$, diagonalize $H_0$ in them, and evaluate the second-order sums over the resulting states:

| Functions | Coupling at 2 bohr ($10^{-3}$ a.u.) | Self-term (a.u.) |
|---|---|---|
| 12 | 1.986 | −0.772 |
| 20 | 2.238 | −10.8 |
| 28 | 2.252 | −165 |
| 32 | 2.252 | −659 |

The steepest Gaussian has width of order $\zeta^{-1/2}$. If this width plays the part of $a$, the self-term should grow as $\zeta^{1/2}$. From 28 to 32 functions the largest exponent grows 16-fold and the self-term 3.99-fold, in accord with this estimate. The self-term has no basis-set limit. The coupling settles, but steep functions are needed: with 20 functions it is still 0.6% below the value from (2), although the energy is within about $10^{-7}$ hartree of $E_0$. The size of the error depends on the exponents chosen. Starting the same series at $0.014$ bohr$^{-2}$ gives 2.214, 2.247 and 2.250 (in $10^{-3}$ a.u.) for 20, 28 and 32 functions. With the ratio held at 2, the series from $0.01$ bohr$^{-2}$ reaches $2.25194\times10^{-3}$ a.u. at 60 functions, about 2 parts in $10^5$ below the value from (2).

## From the response to a coupling constant

Place two non-interacting electrons, with opposite spins, in the 1s orbital. The magnetic field inside a point dipole $\mathbf m$ contains $(2\mu_0/3)\mathbf m\,\delta$, and the electron's moment is opposite to its spin. The contact operator of nucleus $N$ is therefore

$$c_N\,\mathbf I_N\cdot\sum_i\mathbf s_i\,\delta(\mathbf r_i-\mathbf R_N),\qquad c_N=\frac{4\pi}3g_e\alpha^2\gamma_N,$$

with $g_e>0$, $\alpha$ the fine-structure constant and $\gamma_N$ the gyromagnetic ratio. The factor follows from $(2\mu_0/3)g_e\mu_B\gamma_N\hbar$ with $\mu_0=4\pi\alpha^2$ and $\mu_B=\tfrac12$.

Let both nuclear spins lie along $z$. The electrons feel $\lambda_N=\pm\tfrac12c_NI_{Nz}$. Their first-order energies cancel, while by (8) each contributes $2\cdot\tfrac14c_Ac_BI_{Az}I_{Bz}X$ to the mixed energy. The sum is $c_Ac_BX\,I_{Az}I_{Bz}$. A spin singlet has no preferred direction, so the general form is $hJ\,\mathbf I_A\cdot\mathbf I_B$, with

$$hJ=c_Ac_BX(R). \tag{10}$$

The self-term multiplies $\mathbf I_A^2$, a constant, so it would shift all levels equally and cause no splitting.

As an example, give the nucleus at the origin a proton's charge and moment, and place a proton's moment without charge at $R=2$ bohr. The bracket in (2) is

$$-0.5000+2.7726+4.0000-3.8456=2.4270.$$

Division by $2\pi$ gives $f=0.38627$. With $\rho=5.8300\times10^{-3}$, $X=2.2520\times10^{-3}$ a.u. For a proton, $\gamma_p=1.5210\times10^{-3}$ and $c_p=6.7935\times10^{-7}$ a.u. The frequency $c_p\rho(0)/h$ is 1422.8 MHz, so (10) can be evaluated as

$$J=\frac{c_p\rho(0)}h\,c_p\,\frac{X}{\rho(0)}=(1422.8\times10^6\ \text{Hz})(6.7935\times10^{-7})\frac{2.2520\times10^{-3}}{0.31831}=6.84\ \text{Hz}.$$

At 0.5, 1, 3 and 4 bohr the same model gives $-274$, $-30.4$, $2.06$ and $0.42$ Hz. These values are not predictions for a molecule. The model omits electron repulsion, the attraction of a second nucleus, and the orbital and dipolar mechanisms.

## What each derivation assumes

Both derivations use a one-electron equation, first order in the perturbation, and a solution that decays and is orthogonal to $\psi_0$. Neither needs $f(0)$ to exist.

Schwartz's route needs the ground-state density and no knowledge of other energies. It relies on a local potential, because a nonlocal exchange operator would not in general commute with $f$ and the cancellation before (3) would fail. It relies on spherical symmetry, which turns Gauss's theorem into a formula for $f'$. It also divides by $\rho$, so a state with radial nodes needs separate care at each node. Within these limits (4) holds for any nodeless $s$ ground state, with its own $\rho$, $P$ and $E_1=\rho(0)$.

The Green-function route does not divide by the wavefunction, so nodes are no obstacle. In exchange it needs the decaying solution at energies close to the level, and an isolated pole whose state can be subtracted. For the hydrogen ground state, (6) supplies this solution from below $E_0$. The integral converges only for $\nu<1$, so an excited state requires its analytic continuation, a Whittaker function. For a general potential the solution must be found numerically, whereas (4) still asks for a single density.

Numbers in the example were calculated in double precision.
